The Macroscopic Current from the Augmented Dipole in Ultrasoft Pseudopotentials

Q: I want the current induced by a time-dependent field in an ultrasoft calculation. I have the orbitals, and velocity is momentum divided by mass. Why not sum the expectation values of p?

A: Because the ultrasoft orbital does not carry all the charge. I use atomic units, with electron charge −1, and follow one Cartesian component x. The electron density is

n(x) = Σ_n f_n [ |ψ_n(x)|² + Σ_ij Q_ij(x) <ψ_n|β_i><β_j|ψ_n> ].

The β_i are projectors on the atoms and f_n are constant occupations. The augmentation functions Q_ij restore the charge missing from the smooth orbitals. They vanish unless i and j belong to the same atom, and Q_ij* = Q_ji. The operator p acts on the smooth part and knows nothing of Q_ij.

The macroscopic current can be defined without guessing a velocity operator. Let j_N be the electron number current, with ∂n/∂t + ∂j_N/∂x = 0. For a finite system,

d/dt ∫ x n dx = −∫ x (∂j_N/∂x) dx = ∫ j_N dx.

The last step is an integration by parts whose boundary term vanishes outside the system. The integrated current is therefore the rate of change of the dipole. The dipole rate alone gives only the integral of j_N, not its distribution inside the atoms, but the integral is what a macroscopic current needs.

Q: Then which operator gives the dipole? The density contains projectors, so it cannot simply be x.

A: Multiply the density by x and integrate. For an atom at R, write x = R + (x−R) in the augmentation integral:

∫ x Q_ij dx = R q_ij + d_ij,
q_ij = ∫ Q_ij dx,  d_ij = ∫ (x−R) Q_ij dx.

Hence ∫ x n dx = Σ_n f_n <ψ_n|X|ψ_n>, with the augmented position

X ≡ x_aug = x + Σ_ij |β_i>(R q_ij + d_ij)<β_j|.

Replacing the weight x by 1 gives the overlap operator

S = 1 + Σ_ij |β_i> q_ij <β_j|,  <ψ_n|S|ψ_m> = δ_nm.

Both operators are Hermitian because Q_ij* = Q_ji. I assume that S is positive definite, so that S⁻¹ exists and norms are positive.

Q: Now differentiate. But the orbitals do not obey the ordinary Schrödinger equation.

A: They obey

i S |ψ̇> = H |ψ>,

where the dot is a time derivative and H(t) is Hermitian. It may depend on time explicitly or through the density. The ions are fixed, so S and X do not depend on time. Solving for the derivative, and taking its adjoint, gives

|ψ̇> = −i S⁻¹H|ψ>,  <ψ̇| = i <ψ|H S⁻¹.

The norm is conserved, since

d/dt <ψ|S|ψ> = i<ψ|H S⁻¹S|ψ> − i<ψ|S S⁻¹H|ψ> = 0.

For the dipole the same two substitutions give

d/dt <ψ|X|ψ> = <ψ̇|X|ψ> + <ψ|X|ψ̇>
= i<ψ|H S⁻¹X|ψ> − i<ψ|X S⁻¹H|ψ>.

The electron velocity operator is therefore

v = −i (X S⁻¹H − H S⁻¹X).

The second product is the adjoint of the first, so v is Hermitian.

Q: I was expecting +i in front. Is the sign a convention?

A: It is the electron charge. The electronic polarization is −(1/Ω) Σ f<X>, where Ω is the volume. Fixed ions contribute nothing to its derivative, so the electric current density is

J = −(1/Ω) Σ_n f_n <v>_n = (i/Ω) Σ_n f_n <X S⁻¹H − H S⁻¹X>_n.

With +i the operator replaces −p, the charge current. With −i it replaces p, the particle velocity. The familiar limit confirms this. Put S = 1, X = x and H = p²/2 + V(x). The local potential commutes with x, and [x,p] = i gives

[x, p²/2] = ([x,p]p + p[x,p])/2 = i p,
v = −i(i p) = p.

If S = 1 and X = x but H contains a nonlocal potential V_nl, then v = p − i[x,V_nl]. So nonlocality already corrects p before any augmentation charge is present.

Q: Could I drop S⁻¹ and use the ordinary commutator of X with H? It looks more natural.

A: Move the coordinate origin, so that x becomes x + a and R becomes R + a. Then X becomes X + aS, because the shift weights the full density. The correct operator is unchanged:

(X + aS)S⁻¹H − H S⁻¹(X + aS)
= X S⁻¹H − H S⁻¹X + aH − aH.

Without S⁻¹ the extra term is a(SH − HS), which is not zero in general. A current that depends on the choice of origin cannot be right.

The same algebra covers a shift of the energy zero. In an ultrasoft problem that shift is H → H + cS, and it adds c(X − X) = 0 to the bracket.

Q: The Hamiltonian also contains the field. Does the field then appear in the current operator?

A: A uniform field E exerts the force −E on an electron, so its potential energy is +E x. Weighted with the augmented density, this becomes E X. Its contribution to v is

−iE (X S⁻¹X − X S⁻¹X) = 0.

One may therefore use the field-free H in v, although the orbitals feel the field.

This cancellation does not extend to every local potential. A potential V(x) enters as

V_aug = V + Σ_ij |β_i> (∫ V Q_ij dx) <β_j|,

and X S⁻¹V_aug need not be Hermitian. The mean field must therefore stay in H when the current is evaluated.

Q: I would like to see this on a case where the formula could fail.

A: Take a one-dimensional model with centres at ±1.5 bohr. Each has a Gaussian well of depth 1 hartree and two projectors, one even and one odd, which also carry a nonlocal potential of strengths −0.3 and 0.2 hartree. The augmentation charges are 0.4 and 0.3, and the augmentation dipole connecting the two projectors is 0.2. Two electrons share one orbital and feel a contact mean field 0.2 n(x), augmented as above. They start in the self-consistent ground state. The pulse has E = −dA/dt with

A(t) = A₀ sin²(πt/τ) cos[ω(t−τ/2)],

where A₀ = 0.1, τ = 20 and ω = 0.3, all in atomic units.

The dipole was integrated from the augmented density at each time and then differentiated numerically. At t = 10 its slope is 0.10173, and Σ f<v> is also 0.10173. Over the run the largest difference is about 3×10⁻¹¹, while the largest slope is 0.156. The bare momentum gives 0.09004 at t = 10, so it misses

0.10173 − 0.09004 = 0.01169,

or 11% of the value at that moment. Most of this miss is the commutator of x with the nonlocal terms of H, which include the augmentation parts of the local potentials: −i[x,H] alone gives 0.10081, and only the remaining 0.00092 comes from using X S⁻¹ and S⁻¹X in place of x in the bracket. No constant factor repairs it: the ratio of bare to correct current is 0.0900/0.1017 = 0.89 at t = 10, but 0.00464/0.00473 = 0.98 at t = 4.

Omitting S⁻¹ gives an error of up to 32% of the peak slope. That figure belongs to an origin midway between the centres; it would change with another origin. Omitting the mean field from H gives an error of up to 0.05% of the peak. It is small in this weakly coupled model, but far above the numerical error.

Q: You have shown consistency with the augmented dipole. Is this the momentum of the real, all-electron orbitals?

A: That needs a further assumption. Suppose the all-electron orbital is Tψ, with an invertible linear map T, and suppose

S = T†T,  H = T†hT,  X = T†xT,

where h = p²/2 + V(x). Then

T S⁻¹T† = T T⁻¹(T†)⁻¹T† = 1,
X S⁻¹H = T†x (T S⁻¹T†) hT = T†x hT.

Subtract the adjoint and multiply by −i:

v = T†(−i[x,h])T = T†pT.

In this case the formula gives the all-electron momentum. Practical ultrasoft operators are built from a finite set of projectors and often from smoothed Q_ij. They need not have this form, and then equality with T†pT is not guaranteed. The dipole derivation did not use it.

Q: And if T has this form but my basis is finite?

A: Let the columns of U be a fixed orthonormal basis. The matrices are S_b = U†SU, and likewise H_b and X_b. The coefficients obey i S_b ċ = H_b c, so the earlier derivation holds word for word with S_b⁻¹, the inverse of the matrix in that basis. What changes is the operator in the middle:

P = TU (U†T†TU)⁻¹ U†T†.

Multiplying P by itself cancels one inverse, so P² = P. It projects onto the functions TU can represent and is no longer the identity if the basis is incomplete. The velocity matrix becomes

v_b = −i U†T†(x P h − h P x)TU,

which generally differs from U†T†pTU.

An explicit T on the same grid shows the difference. In the full space of 97 functions the two operators agree to rounding. With 24 functions, a superposition of the two lowest states has dipole slope 0.34907 and the formula gives 0.34907, while the transformed momentum gives 0.36233. The gap of 0.01326 is 3.7% of the latter. It is caused by the incomplete basis, though its size need not fall steadily as functions are added. The formula follows the dipole of the truncated dynamics, not the ideal momentum.

Q: In a crystal your derivation seems to collapse. The position x is unbounded, and X contains R for every atom.

A: The position is the problem, but the velocity is not. Separate the unbounded part of X by subtracting xS:

X = xS + D,
D = Σ_ij [ (R−x)|β_i> q_ij + |β_i> d_ij ]<β_j|.

To check this, note that xS = x + Σ x|β_i>q_ij<β_j|; adding D cancels the terms with x|β_i> and leaves X. The operator D contains R−x and is confined to the atoms, so a lattice translation maps the sum onto itself. Since X and S are Hermitian, we also have X = Sx + D†. Use the first form in one product and the second form in the other:

X S⁻¹H = xH + D S⁻¹H,
H S⁻¹X = Hx + H S⁻¹D†.

Therefore

v = −i[x,H] − i(D S⁻¹H − H S⁻¹D†).

Every term is lattice periodic when H is. For a large finite sample, the dipole rate is a sum over cells, and the surface cells are a vanishing fraction. The electric current density in the interior is then −Σ f<v> for one cell, divided by the cell volume.

Q: How do I evaluate it at wavevector k?

A: Define H_k = e^(−ikx) H e^(ikx), and similarly S_k and D_k. Differentiating the two exponentials gives

∂_k H_k = e^(−ikx)(−i xH + i Hx)e^(ikx) = (−i[x,H])_k.

So the velocity is

v_k = ∂_k H_k − i(D_k S_k⁻¹H_k − H_k S_k⁻¹D_k†).

There is a check that does not involve a dipole. Equating the two forms of X gives D − D† = Sx − xS = −[x,S]. Since ∂_k S_k = (−i[x,S])_k, this means

D_k − D_k† = −i ∂_k S_k.

For a band state, H_k u = ε S_k u and <u|S_k|u> = 1, so S_k⁻¹H_k u = εu and

<v_k> = <∂_k H_k> − iε<D_k − D_k†>
= <∂_k H_k> − ε<∂_k S_k>.

Now differentiate H_k u = ε S_k u and project on u. The terms with ∂_k u cancel because <u|(H_k − εS_k) = 0. What remains is

dε/dk = <∂_k H_k> − ε<∂_k S_k> = <v_k>.

The band velocity is the slope of the band, as it should be. The intra-atomic dipoles d_ij have dropped out of this diagonal element, since their part of D is Hermitian. They can still contribute between different bands, and hence to a driven current.

Q: Does the correction to ∂_k H_k matter numerically?

A: Consider a one-dimensional crystal with lattice constant 4 bohr, one atom per cell with the same projectors, nonlocal strengths and augmentation parameters, and a cosine potential of amplitude −0.5 hartree. The cosine acts on the smooth orbitals only; its augmentation part is taken as included in the nonlocal strengths. At k = 0.3 bohr⁻¹ the third band has energy 1.6048 hartree and numerical slope 1.6962. The formula also gives 1.6962, but <∂_k H_k> gives 1.5958. The missing part is

−ε<∂_k S_k> = 1.6962 − 1.5958 = 0.1004.

The bare momentum gives 1.5889. For the lowest band the slope is 0.1327, against 0.1324 from <∂_k H_k> and 0.1202 from p. The smallness of the first error is no licence to use ∂_k H_k. Under H → H + cS that operator changes by c ∂_k S_k, so its error depends on the energy zero. The complete v_k does not.

Q: A uniform field E x still destroys the periodicity of the Hamiltonian. Can I just replace k by k + A(t)?

A: Not quite, because S then changes with time. Start from the equation with H + E X, set E = −Ȧ, and write ψ = e^(iAx)φ. Then

ψ̇ = e^(iAx)(φ̇ + iȦ xφ).

Insert this and multiply from the left by e^(−iAx). A subscript A marks operators transformed as for k:

i S_A φ̇ − Ȧ S_A xφ = (H_A + E X_A)φ.

With Ȧ = −E, the second term on the left is +E S_A xφ. Move it to the right and use X_A − S_A x = D_A†:

i S_A φ̇ = (H_A + E D_A†)φ.

This equation is periodic. In a crystal one replaces the subscript A by k + A, and the electron velocity is the expectation value of v_(k+A).

Q: But D† is not Hermitian. You have surely lost norm conservation.

A: The changing overlap compensates for it. Use S_A φ̇ = −i(H_A + E D_A†)φ and its adjoint:

d/dt <φ|S_A|φ>
= Ȧ<∂_A S_A> − i<H_A + E D_A†> + i<H_A + E D_A>
= −E<∂_A S_A> + iE<D_A − D_A†>
= −E<∂_A S_A> + E<∂_A S_A> = 0.

The last line uses D_A − D_A† = −i∂_A S_A. Dropping the term E D_A† would leave the norm changing at the rate −E<∂_A S_A>. For the finite model, the orbital propagated in this form and transformed back at mid-pulse agrees with the direct calculation to about 5×10⁻¹².

Q: Is there an independent physical check of the crystal current?

A: Yes, the work done by the field. Let H₀ be a field-free Hamiltonian that does not depend on time, so there is no changing mean field. With H = H₀ + E X,

d/dt <H₀> = i<H S⁻¹H₀ − H₀S⁻¹H>
= iE<X S⁻¹H₀ − H₀S⁻¹X>
= iE (i<v>) = −E<v>.

The terms H₀S⁻¹H₀ cancelled, and the bracket equals i v by the definition of v. Summed over electrons and divided by volume, the power density is J E. This is Joule's law with the prescribed field.

Now fill the lowest band of the crystal with two electrons per cell and apply the same pulse. With N_k wavevectors and cell length a,

J = −(2/(N_k a)) Σ_k <v_(k+A)>.

In one dimension J is simply a current. Its peak magnitude is 0.0237 atomic units, or 0.157 mA. The energy gained per cell is 0.002735 hartree at mid-pulse and 0.004101 hartree at the end. The time integral of a J E gives the same values to the printed digits. This test compares an energy with a current, so a current inconsistent with the dynamics shows up: the final work is only 0.003530 hartree with J from p and 0.004030 hartree with J from ∂_k H_k. It cannot detect an error in X that is shared by the equation of motion and the current. With d_ij set to zero in both, work and energy still agree, at 0.003451 hartree, while the peak current falls to 0.0195.

Computing J from p alone gives deviations up to 0.00356, which is 0.00356/0.0237 = 15% of the peak. Using ∂_k H_k gives up to 0.00046, or 2%, for this energy zero.

Q: Why does energy remain after the pulse? The photon energy 0.3 is below the gap.

A: Since A has returned to zero, the energy left is excitation out of the filled band. The gap on the mesh of eight wavevectors is 0.72 hartree, and on this mesh each promoted electron costs at least that much; at the zone edge, which the mesh omits, the gap is 0.70 hartree. The promoted number per cell is therefore at most

0.0041/0.72 = 0.0057.

The pulse is short and thus has a broad spectrum whose tail reaches across the gap. The scaling with amplitude identifies this as the cause: with A₀ = 0.005 the final energy, multiplied by (0.1/0.005)² = 400, is 0.00413 hartree, within 1% of 0.00410. The absorption is quadratic in A₀, as for one-photon excitation, and multiphoton processes are a small correction.

The crystal model omits the mean field and the macroscopic field induced by the electrons. With a mean field, J keeps its form, with the instantaneous mean field included in H.

Q: Where would the current formula itself stop being valid?

A: First, when the ions move. Then S depends on time, and i S ψ̇ = Hψ would give d<S>/dt = <Ṡ>, which violates norm conservation. The equation of motion needs a further term, X has its own time derivative, and the ionic charges carry current. Second, if occupations change, the dipole rate gains Σ ḟ_n<X>_n. Third, an absorbing potential makes H non-Hermitian, so the adjoint step must use H† and the norm decays. If the total charge is conserved, the remedy is to return to the derivative of the augmented dipole and keep the terms that were zero here. If charge is lost or added, as with an absorber, the dipole rate is no longer the integrated current. With a source s(x) in the continuity equation, ∂n/∂t + ∂j_N/∂x = s, the dipole rate equals ∫ j_N dx + ∫ x s dx, and the last term must be subtracted. Values at selected times are in the numerical output below.

Calculated quantities

```
All values in atomic units unless a unit is given
pulse: A0 0.1, frequency 0.3, duration 20.0, step 0.01
peak field on time grid: 0.02656
grid spacing 0.25, points 97, centres [-1.5, 1.5]
projector width 0.5, augmentation width 0.4
q_s 0.4, q_p 0.3, d_sp 0.2, D_s -0.3, D_p 0.2
well depth 1.0 (width 1), mean-field coupling 0.2
smallest eigenvalue of S: 1.000000
lowest two orbital energies: -0.866620 -0.715209 hartree
FINITE: time, field, dipole integral, its slope, formula, bare p
     4  -0.00670  -0.031078  -0.004729  -0.004729  -0.004644
     8  -0.02294   0.140896   0.096285   0.096285   0.084876
    10  -0.00000   0.351476   0.101729   0.101729   0.090040
    12   0.02294   0.494883   0.030533   0.030533   0.027159
    16   0.00670   0.213186  -0.148030  -0.148030  -0.130341
peak dipole slope: 0.156193
max error of formula: 2.7e-11
max error bare momentum: 0.018694 = 11.97 % of peak
max error without S^-1: 0.049600 = 31.76 % of peak
max error without mean field: 0.000079 = 0.05 % of peak
norm error 1.2e-11, two-gauge difference 5.0e-12
TRANSFORMATION: full-basis operator difference 6.2e-14
truncated basis, 24 functions of 97:
  formula 0.349071, dipole slope 0.349071
  transformed momentum 0.362328
CRYSTAL: lattice constant 4.0 bohr, cosine amplitude -0.5
plane waves 15, k points 8, gap on mesh 0.72000 hartree
k = 0.3: band, energy, slope, formula, <dH/dk>, bare p
  1  -0.217957   0.132747   0.132747   0.132386   0.120178
  2   0.798443  -0.960175  -0.960175  -0.935901  -0.909477
  3   1.604792   1.696248   1.696248   1.595804   1.588934
time, A, macroscopic current J, J from <dH/dk>, J from bare p
     4  -0.00785  -0.002684  -0.002610  -0.002181
     8   0.07465  -0.003286  -0.003251  -0.002942
    10   0.10000   0.017977   0.017600   0.015150
    12   0.07465   0.019178   0.018817   0.016365
    16  -0.00785  -0.023706  -0.023249  -0.020157
peak |J|: 0.023719 = 0.15710 mA
max deviation of J from <dH/dk>: 0.000459
max deviation of J from bare p: 0.003557
mid-pulse work, energy gain per cell: 0.00273479 0.00273479 hartree
final work, energy gain per cell: 0.00410145 0.00410145 hartree
crystal norm error: 9.9e-15
```
